# The Kohn-Sham Fukui Function: Frontier Density and Orbital Relaxation in Beryllium: a numerical check

```python
"""Kohn-Sham Fukui function of the beryllium atom (Hartree atomic units).

Result under test, at fixed external potential:
    f(r) = d rho(r)/dN = |phi_F(r)|^2 + relax(r),
    relax(r) = sum_i n_i d|phi_i(r)|^2/dN,   integral of relax = 0.
phi_F  : frontier orbital (2s when charge is removed, averaged 2p when added)
n_i    : occupations of the neutral atom (1s: 2, 2s: 2, 2p: 0)
relax is obtained from a self-consistent linear-response equation and compared
with finite differences of separate SCF solutions at fractional electron number.
Functional: spin-restricted LDA (Slater exchange, VWN correlation).
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.interpolate import CubicSpline
from pyscf import gto
from pyscf.dft import libxc

# logarithmic radial grid; weight includes the full solid angle
log_r = np.linspace(np.log(1e-5), np.log(80.0), 400)
r = np.exp(log_r)
weight = 4 * np.pi * r**3 * (log_r[1] - log_r[0])


def integral(values):
    return float(weight @ values)


def size(values):
    return integral(np.abs(values))


def lda(rho, order):
    out = libxc.eval_xc('lda,vwn', rho, spin=0, deriv=order)
    energy = np.ravel(out[0])
    derivative = np.ravel(out[order][0])
    assert energy.size == rho.size and derivative.size == rho.size
    return energy, derivative


class Beryllium:
    """Spherical atom: s functions plus one radial copy of the p functions."""

    def __init__(self, ratio, n_s, n_p, smallest=0.01):
        shells = [[0, [smallest * ratio**k, 1.0]] for k in range(n_s)]
        shells += [[1, [smallest * ratio**k, 1.0]] for k in range(n_p)]
        mol = gto.M(atom='Be 0 0 0', basis={'Be': shells}, verbose=0)
        s = np.arange(n_s)
        p = [n_s + 3 * np.arange(n_p) + m for m in range(3)]
        z = p[2]
        keep = np.concatenate([s, z])
        self.n_s, self.n = n_s, n_s + n_p
        self.overlap = mol.intor('int1e_ovlp')[np.ix_(keep, keep)]
        core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
        self.core = core[np.ix_(keep, keep)]
        eri = mol.intor('int2e')
        # Coulomb integrals with p densities averaged over the three directions
        g = np.zeros((self.n,) * 4)
        g[:n_s, :n_s, :n_s, :n_s] = eri[np.ix_(s, s, s, s)]
        mixed = eri[np.ix_(s, s, z, z)]
        g[:n_s, :n_s, n_s:, n_s:] = mixed
        g[n_s:, n_s:, :n_s, :n_s] = mixed.transpose(2, 3, 0, 1)
        g[n_s:, n_s:, n_s:, n_s:] = sum(eri[np.ix_(z, z, m, m)] for m in p) / 3
        self.coulomb = g.reshape(self.n**2, self.n**2)
        points = np.zeros((r.size, 3))
        points[:, 2] = r
        values = mol.eval_gto('GTOval_sph', points)[:, keep]
        values[:, n_s:] /= np.sqrt(3.0)   # square is now the angular average
        self.values = values
        self.same_l = np.zeros((self.n, self.n))
        self.same_l[:n_s, :n_s] = 1
        self.same_l[n_s:, n_s:] = 1

    def local_matrix(self, potential):
        v = self.values
        return self.same_l * (v.T @ ((weight * potential)[:, None] * v))

    def density(self, matrix):
        return np.einsum('gi,gi->g', self.values @ matrix, self.values)

    def diagonalize(self, h):
        k = self.n_s
        e_s, c_s = eigh(h[:k, :k], self.overlap[:k, :k])
        e_p, c_p = eigh(h[k:, k:], self.overlap[k:, k:])
        full_s = np.zeros((self.n, k))
        full_s[:k] = c_s
        full_p = np.zeros((self.n, self.n - k))
        full_p[k:] = c_p
        return e_s, full_s, e_p, full_p

    def scf(self, n_2s=2.0, n_2p=0.0, start=None, extra=None):
        core = self.core
        if extra is not None:
            core = core + self.local_matrix(extra)

        def fill(c_s, c_p):
            return (2 * np.outer(c_s[:, 0], c_s[:, 0])
                    + n_2s * np.outer(c_s[:, 1], c_s[:, 1])
                    + n_2p * np.outer(c_p[:, 0], c_p[:, 0]))

        if start is None:
            _, c_s, _, c_p = self.diagonalize(core)
            dm = fill(c_s, c_p)
        else:
            dm = start.dm
        for _ in range(600):
            rho = self.density(dm)
            _, v_xc = lda(rho, 1)
            hartree = (self.coulomb @ dm.ravel()).reshape(self.n, self.n)
            h = core + hartree + self.local_matrix(v_xc)
            e_s, c_s, e_p, c_p = self.diagonalize(h)
            new = fill(c_s, c_p)
            new_rho = self.density(new)
            if size(new_rho - rho) < 1e-9:
                break
            dm = dm + 0.3 * (new - dm)
        else:
            raise RuntimeError('SCF did not converge')
        e_xc, _ = lda(new_rho, 1)
        energy = (np.sum(new * core)
                  + 0.5 * new.ravel() @ self.coulomb @ new.ravel()
                  + integral(new_rho * e_xc))
        orbitals = [self.values @ c for c in (c_s[:, 0], c_s[:, 1], c_p[:, 0])]
        return SimpleNamespace(dm=new, rho=new_rho, e_s=e_s, c_s=c_s, e_p=e_p,
                               c_p=c_p, energy=energy, orbitals=orbitals)

    def response(self, state, frontier):
        """Frontier density, self-consistent and one-shot relaxation."""
        c = state.c_s[:, 1] if frontier == '2s' else state.c_p[:, 0]
        source_density = (self.values @ c)**2
        occ, vir = state.c_s[:, :2], state.c_s[:, 2:]
        pairs = np.einsum('ma,ni->mnai', vir, occ).reshape(self.n**2, -1)
        on_grid = np.einsum('ga,gi->gai', self.values @ vir, self.values @ occ)
        on_grid = on_grid.reshape(r.size, -1)
        _, f_xc = lda(state.rho, 2)
        wf = weight * f_xc
        kernel = (pairs.T @ (self.coulomb @ pairs)
                  + on_grid.T @ (wf[:, None] * on_grid))
        source = (pairs.T @ (self.coulomb @ np.outer(c, c).ravel())
                  + on_grid.T @ (wf * source_density))
        gaps = (state.e_s[2:, None] - state.e_s[None, :2]).ravel()
        mixing = np.linalg.solve(np.diag(gaps) + 4 * kernel, -source)
        relax = 4 * on_grid @ mixing
        one_shot = 4 * on_grid @ (-source / gaps)
        return source_density, relax, one_shot


def one_sided(y0, y1, y2, step):
    return (-3 * y0 + 4 * y1 - y2) / (2 * step)


def zeros_between(values, low, high):
    roots = np.exp(CubicSpline(log_r, values).roots(extrapolate=False))
    return [x for x in roots if low < x < high]


atom = Beryllium(2.0, 20, 11)
neutral = atom.scf()
assert neutral.e_s[1] < neutral.e_p[0] < 0
assert neutral.e_p[0] < neutral.e_s[2]
other_atom = Beryllium(2.3, 17, 9)
other_neutral = other_atom.scf()

print('Be atom, spin-restricted LDA; atomic units')
print(f'total energy = {neutral.energy:.4f} hartree')
print(f'eps 1s = {neutral.e_s[0]:.4f} hartree')
print(f'eps 2s = {neutral.e_s[1]:.4f} hartree')
print(f'eps 2p = {neutral.e_p[0]:.4f} hartree')

dN = 0.002
probe = np.exp(-r**2 / 4)
strength = 1e-3
plus = atom.scf(start=neutral, extra=strength * probe)
minus = atom.scf(start=neutral, extra=-strength * probe)
print(f'finite-difference step in N = {dN} electrons')
print('probe potential w = exp(-r^2/4) hartree, r in bohr')
print(f'probe scaled by +/- {strength}')

results = {}
for name, frontier, sign in (('f-', '2s', -1), ('f+', '2p', 1)):
    front, relax, one_shot = atom.response(neutral, frontier)
    fukui = front + relax
    results[name] = (front, relax, fukui)

    # definition: SCF solutions at fractional electron number
    states = [neutral]
    for k in (1, 2):
        change = {'n_2s': 2 - k * dN} if sign < 0 else {'n_2p': k * dN}
        states.append(atom.scf(start=neutral, **change))
    direct = one_sided(*[s.rho for s in states], sign * dN)
    moved = [2 * one_sided(*[s.orbitals[i]**2 for s in states], sign * dN)
             for i in (0, 1)]
    tolerance = 1e-4 if sign < 0 else 1e-3   # weakly bound 2p: larger step error
    error_total = size(direct - fukui)
    error_relax = size(moved[0] + moved[1] - relax)
    assert error_total < tolerance
    assert error_relax < tolerance
    assert abs(integral(relax)) < 1e-6
    assert abs(integral(direct) - 1) < 1e-5
    assert all(abs(integral(m)) < 1e-5 for m in moved)
    assert size(relax) > 100 * error_relax   # relaxation is resolved, not noise

    # shift of the frontier level under a weak external potential
    if sign < 0:
        slope = (plus.e_s[1] - minus.e_s[1]) / (2 * strength)
    else:
        slope = (plus.e_p[0] - minus.e_p[0]) / (2 * strength)
    assert abs(slope - integral(fukui * probe)) < 2e-5
    # frontier density alone must fail this test
    assert abs(slope - integral(front * probe)) > 1e-3

    # second basis set
    front2, relax2, _ = other_atom.response(other_neutral, frontier)
    basis_change = size(front2 + relax2 - fukui)
    assert basis_change < 5e-3

    print(f'--- {name} (frontier {frontier}) ---')
    print(f'integrals: frontier {integral(front):.6f}, '
          f'relaxation {abs(integral(relax)):.1e} (abs)')
    print(f'integral |relaxation| = {size(relax):.4f}')
    print(f'same, one-shot (no self-consistency) = {size(one_shot):.4f}')
    print(f'integral |1s part|, |2s part| = {size(moved[0]):.4f}, '
          f'{size(moved[1]):.4f}')
    print(f'integral r*(frontier, relax, f) = {integral(r * front):.4f}, '
          f'{integral(r * relax):.4f}, {integral(r * fukui):.4f} bohr')
    crossings = zeros_between(relax, 0.05, 12.0)
    print('relaxation changes sign at r = '
          + ', '.join(f'{x:.3f}' for x in crossings) + ' bohr')
    print(f'integral of negative part of f = '
          f'{integral(np.minimum(fukui, 0)):.5f}')
    print(f'level slope: SCF {slope:.5f}, int f w '
          f'{integral(fukui * probe):.5f}, frontier only '
          f'{integral(front * probe):.5f}')
    print(f'int |f - finite difference| = {error_total:.1e}; '
          f'basis change {basis_change:.1e}')
    print('r/bohr; 4 pi r^2 x (frontier, relax, f) in 1/bohr')
    splines = [CubicSpline(log_r, 4 * np.pi * r**2 * y)
               for y in (front, relax, fukui)]
    for radius in (0.2, 0.5, 1.0, 2.0, 3.0, 4.0, 6.0, 8.0):
        row = [float(q(np.log(radius))) for q in splines]
        print(f'{radius:4.1f} ' + ' '.join(f'{x:9.5f}' for x in row))

front, relax, fukui = results['f-']
nodes = zeros_between(neutral.orbitals[1], 0.1, 5.0)
assert len(nodes) == 1
at_node = float(CubicSpline(log_r, 4 * np.pi * r**2 * fukui)(np.log(nodes[0])))
print('--- 2s node and integer difference ---')
print(f'2s node at r = {nodes[0]:.4f} bohr')
print(f'4 pi r^2 f- at the node = {at_node:.6f} 1/bohr')
cation = atom.scf(n_2s=1.0, start=neutral)
difference = neutral.rho - cation.rho
assert abs(integral(difference) - 1) < 1e-6
print(f'int |rho(4)-rho(3) - f-| = {size(difference - fukui):.4f}')
print(f'int |rho(4)-rho(3) - frontier| = {size(difference - front):.4f}')
print('every check passed')
```

Printed output:

```
Be atom, spin-restricted LDA; atomic units
total energy = -14.4471 hartree
eps 1s = -3.8564 hartree
eps 2s = -0.2057 hartree
eps 2p = -0.0771 hartree
finite-difference step in N = 0.002 electrons
probe potential w = exp(-r^2/4) hartree, r in bohr
probe scaled by +/- 0.001
--- f- (frontier 2s) ---
integrals: frontier 1.000000, relaxation 1.9e-15 (abs)
integral |relaxation| = 0.5056
same, one-shot (no self-consistency) = 0.6436
integral |1s part|, |2s part| = 0.0038, 0.5054
integral r*(frontier, relax, f) = 2.6196, 0.8120, 3.4316 bohr
relaxation changes sign at r = 0.547, 0.647, 2.892 bohr
integral of negative part of f = 0.00000
level slope: SCF 0.15961, int f w 0.15961, frontier only 0.28273
int |f - finite difference| = 9.5e-07; basis change 1.0e-03
r/bohr; 4 pi r^2 x (frontier, relax, f) in 1/bohr
 0.2   0.06505  -0.04609   0.01896
 0.5   0.00805  -0.00398   0.00407
 1.0   0.10891  -0.07012   0.03879
 2.0   0.39903  -0.16225   0.23678
 3.0   0.27710   0.01720   0.29431
 4.0   0.12422   0.09275   0.21697
 6.0   0.01511   0.03835   0.05346
 8.0   0.00139   0.00645   0.00784
--- f+ (frontier 2p) ---
integrals: frontier 1.000000, relaxation 1.4e-15 (abs)
integral |relaxation| = 0.4564
same, one-shot (no self-consistency) = 0.5781
integral |1s part|, |2s part| = 0.0010, 0.4564
integral r*(frontier, relax, f) = 3.1864, 0.7408, 3.9272 bohr
relaxation changes sign at r = 2.930 bohr
integral of negative part of f = -0.00783
level slope: SCF 0.11671, int f w 0.11671, frontier only 0.22608
int |f - finite difference| = 3.6e-06; basis change 2.2e-03
r/bohr; 4 pi r^2 x (frontier, relax, f) in 1/bohr
 0.2   0.00177  -0.03416  -0.03240
 0.5   0.02802  -0.00520   0.02282
 1.0   0.12729  -0.06112   0.06616
 2.0   0.27488  -0.14782   0.12707
 3.0   0.25059   0.00994   0.26053
 4.0   0.16619   0.08240   0.24859
 6.0   0.04802   0.03621   0.08423
 8.0   0.01090   0.00627   0.01717
--- 2s node and integer difference ---
2s node at r = 0.5989 bohr
4 pi r^2 f- at the node = 0.001451 1/bohr
int |rho(4)-rho(3) - f-| = 0.2903
int |rho(4)-rho(3) - frontier| = 0.2247
every check passed
```
